# When Colpa Diagonalization Fails: Goldstone Zeros and Wrong Classical States

A spin-wave calculation can return real, smooth magnon energies for a magnetic structure that is not even a local energy minimum. It can also stop at a single wave vector although the structure is right. If a number is added to the diagonal of the matrix to make it positive definite, the first fault is hidden once the shift exceeds the size of the most negative eigenvalue, and the second becomes a false gap and possibly a badly wrong ordered moment.

A linear spin-wave calculation needs a diagonalization method, a tolerance for positivity, and a decision whether to shift the diagonal. This guide derives what Colpa's method requires, what its failure means, and when a shift is harmless.

## The matrix and its conventions

The algebra uses atomic units, so \(\hbar=1\) and frequencies are energies. Numbers are in eV and angstrom. The classical state is assumed stationary, so that no terms linear in the bosons remain, and only quadratic terms are kept. With \(n\) spins per magnetic cell,

\[
\mathcal H=C+\tfrac12\sum_k\Psi_k^\dagger H_k\Psi_k,\qquad
\Psi_k=(a_{k1},\dots,a_{kn},a^\dagger_{-k1},\dots,a^\dagger_{-kn})^T .
\]

\(H_k\) is Hermitian. Since \([a,a^\dagger]=1\) and \([a^\dagger,a]=-1\), the commutators are \([\Psi_i,\Psi_j^\dagger]=g_{ij}\) with \(g=\mathrm{diag}(1_n,-1_n)\).

New bosons are defined by \(\Psi=T\Phi\). They obey the same commutators if \(TgT^\dagger=g\). Multiplying by \(g\) on the right gives \((Tg)(T^\dagger g)=1\). The two factors are inverse to each other, so they may be exchanged: \(T^\dagger gTg=1\), or

\[
T^\dagger gT=g .
\]

Such a \(T\) is called paraunitary. We also want \(T^\dagger HT=E\), with \(E\) diagonal. Because \(T^{-1}=gT^\dagger g\), it follows that \(T^{-1}(gH)T=gE\). The columns of \(T\) are thus eigenvectors of \(gH\), the matrix in the equation of motion \(i\dot\Psi=gH\Psi\).

**Result.** A paraunitary \(T\) with strictly positive \(E\) exists if and only if \(H\) is positive definite. The word "positive" matters: some other matrices can also be diagonalized by a paraunitary \(T\), but with zero or negative energies.

## Colpa's algorithm and its proof

**Cholesky step.** Let \(H\) be positive definite. Write its first diagonal element as \(h\), the rest of the first row as \(r\), and the remaining block as \(R\). Completing the square gives

\[
x^\dagger Hx=h\left|x_1+\frac{rx'}h\right|^2+x'^\dagger\left(R-\frac{r^\dagger r}{h}\right)x' .
\]

Here \(h>0\), as \(x=(1,0,\dots)\) shows. For any \(x'\ne0\), choosing \(x_1=-rx'/h\) removes the square, so the remaining block is also positive definite and the step can be repeated. The result is \(H=K^\dagger K\), with \(K\) upper triangular and

\[
K_{ii}=\Big(H_{ii}-\sum_{m<i}|K_{mi}|^2\Big)^{1/2},\qquad
K_{ij}=\frac{H_{ij}-\sum_{m<i}K_{mi}^*K_{mj}}{K_{ii}}\quad(j>i).
\]

The quantity under the root is the pivot. Conversely, if all pivots are positive, \(K\) is invertible and \(x^\dagger Hx=|Kx|^2>0\) for \(x\neq0\). A nonpositive pivot therefore proves that \(H\) is not positive definite.

**Hermitian eigenvalue step.** Diagonalize \(M=KgK^\dagger=ULU^\dagger\), with \(U\) unitary. On the \(n\)-dimensional space of vectors \(y=(K^\dagger)^{-1}x\), with \(x\) in the first \(n\) components, \(y^\dagger My=x^\dagger gx>0\). With fewer than \(n\) positive eigenvalues, the other eigenvectors would span more than \(n\) dimensions and meet this space, a contradiction. The same argument applies to negative signs. So \(M\) has \(n\) positive and \(n\) negative eigenvalues. Put the positive ones first and set

\[
E=gL>0,\qquad T=K^{-1}UE^{1/2}.
\]

Both conditions follow by substitution. Using \(M^{-1}=(K^\dagger)^{-1}gK^{-1}\),

\[
T^\dagger HT=E^{1/2}U^\dagger UE^{1/2}=E,\qquad
T^\dagger gT=E^{1/2}U^\dagger M^{-1}UE^{1/2}=EL^{-1}=g .
\]

**Converse.** If \(T^\dagger HT=E\), then \(x^\dagger Hx=y^\dagger Ey\) with \(y=T^{-1}x\). Positive \(E\) thus forces positive definite \(H\). By the same dimension count, \(H\) has as many negative eigenvalues as \(E\) has negative entries.

## A worked block

Take a model square-lattice antiferromagnet with \(S=1\) and spacing \(\ell=4\) Å (called \(a\) in the printed output). Nearest neighbours have exchange \(J_1=0.010\) eV, with the \(S^zS^z\) part multiplied by \(\Delta=1.25\). Second neighbours have isotropic exchange \(J_2=0.002\) eV. The field term is \(-b\sum S^z\), with \(b\) an energy.

In the Néel state, up spins have \(S^z=S-a^\dagger a\), \(S^+\simeq\sqrt{2S}\,a\), and down spins \(S^z=-S+c^\dagger c\), \(S^+\simeq\sqrt{2S}\,c^\dagger\). A nearest-neighbour bond then contributes \(J_1S[\Delta(a^\dagger a+c^\dagger c)+ac+a^\dagger c^\dagger]\). A second-neighbour bond contributes \(J_2S[-a_i^\dagger a_i-a_j^\dagger a_j+a_i^\dagger a_j+a_j^\dagger a_i]\), and likewise for \(c\). The field adds \(b\,a^\dagger a-b\,c^\dagger c\). With four neighbours of each kind, Fourier transformation gives

\[
A=4S[J_1\Delta-J_2(1-\gamma_2)],\qquad B=4SJ_1\gamma_1,
\]

where \(\gamma_1=(\cos k_x\ell+\cos k_y\ell)/2\) and \(\gamma_2=\cos k_x\ell\cos k_y\ell\). The \(4\times4\) matrix splits into two equivalent blocks. For \((a_k,c^\dagger_{-k})\),

\[
H=\begin{pmatrix}A+b&B\\B&A-b\end{pmatrix},\qquad g=\mathrm{diag}(1,-1).
\]

The matrix \(gH\) has trace \(2b\) and determinant \(B^2-A^2+b^2\). Its eigenvalues are \(b\pm\varepsilon\), with \(\varepsilon=\sqrt{A^2-B^2}\). For \(A>|B|\) the second belongs to \(c^\dagger\) and changes sign, so the magnon energies are \(\varepsilon+b\) and \(\varepsilon-b\). For \(A<-|B|\) the roles are exchanged, and the energies are \(-\varepsilon+b\) and \(-\varepsilon-b\).

At \(k=0\) and \(b=0.010\) eV, \(A=0.05\) and \(B=0.04\) eV. The first row of \(K\) is \(\sqrt{0.06}=0.2449\) and \(0.04/0.2449=0.1633\). The second pivot is \(0.04-0.1633^2=0.01333\), with root 0.1155. Then

\[
KgK^\dagger=\begin{pmatrix}0.03333&-0.01886\\-0.01886&-0.01333\end{pmatrix}\text{ eV}.
\]

Its trace is 0.02 and its determinant \(-0.0008\), so its eigenvalues are 0.04 and \(-0.02\), and the magnon energies are 0.04 and 0.02 eV.

The eigenvector for 0.04 is \((0.9428,-0.3333)\). Multiplied by \(\sqrt{0.04}=0.2\) it becomes \((0.1886,-0.0667)\). Back substitution through \(K\) gives \(-0.0667/0.1155=-0.577\) and \((0.1886+0.1633\times0.577)/0.2449=1.155\). This is the first column of \(T\).

For any \(A>|B|>0\) this column is \((u,-v)\). The first row of \(gH\) gives \((A+b)u-Bv=(\varepsilon+b)u\), so \(v/u=(A-\varepsilon)/B\). With \(u^2-v^2=1\) and \(B^2=(A-\varepsilon)(A+\varepsilon)\),

\[
v^2=\frac{(A-\varepsilon)^2}{B^2-(A-\varepsilon)^2}=\frac{A-\varepsilon}{2\varepsilon}=\frac12\left(\frac A\varepsilon-1\right).
\]

The field has dropped out of \(T\). In the magnon vacuum \(\langle a^\dagger a\rangle=v^2=1/3\) here. The numerical check finds the same energies and occupation in a truncated boson Fock space.

## What the matrix says about the classical state

Replace the bosons by complex amplitudes. For transverse components \(x,y\) of a unit spin vector, \(\alpha=\sqrt{S/2}\,(x+iy)\), so \(\lambda|\alpha|^2=\tfrac12S\lambda(x^2+y^2)\). If all spins have the same length \(S\), the eigenvalues of \(H_k\) are therefore those of the classical energy Hessian divided by \(S\). With unequal lengths each component is rescaled by its own factor. The eigenvalues then differ, but the numbers of positive, zero and negative ones stay the same.

For \(k\) not equivalent to \(-k\), the amplitudes \(\alpha_k\) and \(\alpha^*_{-k}\) are independent, so every vector \(v\) is an allowed deformation. The equal terms from \(k\) and \(-k\) change the energy by \(v^\dagger H_kv\).

For \(k\equiv-k\), an allowed vector has the form \((\alpha,\alpha^*)\). Let \(\tau\) exchange the two halves. Then \(H=\tau H^*\tau\), so \(v\) and \(\tau v^*\) are eigenvectors with the same eigenvalue. At least one of \(v+\tau v^*\) and \(i(v-\tau v^*)\) is nonzero, and both have the allowed form.

A negative eigenvalue thus means that a small deformation lowers the classical energy: the assumed state is not a classical minimum. The reverse inference is weaker, because positive definiteness at every \(k\) shows a local minimum, not the lowest one. A ferromagnet with \(J_1=-0.010\) eV, \(J_2=0\), \(\Delta=1.25\), magnetized against \(b=0.005\) eV, has lowest Hessian eigenvalue \(4|J_1|S(\Delta-1)-b=0.005\) eV after division by \(S\). It still lies \(2bS=0.010\) eV per site above the reversed state.

## Two kinds of zero mode

Suppose \(H\) has zero but no negative eigenvalues. If \(gHv=\omega v\), then \(v^\dagger Hv=\omega\,v^\dagger gv\). Either \(v^\dagger Hv>0\), and \(\omega\) is a ratio of real numbers, or \(v^\dagger Hv=0\), which for such \(H\) means \(Hv=0\) and \(\omega=0\). All frequencies are real.

Eigenvectors may nevertheless be missing. A missing one requires a chain \((gH-\omega)w=v\).

- For \(\omega\neq0\), multiply \(Hw-\omega gw=gv\) by \(v^\dagger\). The left side vanishes because \(v^\dagger H=\omega v^\dagger g\), but \(v^\dagger gv\ne0\). No chain exists.
- For \(\omega=0\), the equation is \(Hw=gv\) with \(Hv=0\). It is solvable if and only if \(u^\dagger gv=0\) for every \(u\) in the kernel of \(H\).
- A longer chain would need \(gHx=w\). Then \(w^\dagger Hw=w^\dagger gv=x^\dagger Hv=0\), hence \(Hw=0\) and \(v=0\), a contradiction.

So compute the matrix of \(g\) between kernel vectors. If it is singular, no paraunitary diagonalization exists. If it is invertible, there are no chains and the eigenvectors are complete. Eigenvectors with different frequencies obey \((\omega-\omega')\,u^\dagger gv=0\), so they are \(g\)-orthogonal. Within each eigenspace \(g\) is nondegenerate: it is definite for \(\omega\ne0\), and invertible on the kernel by assumption. Each eigenspace therefore has a basis with \(v^\dagger gv=\pm1\), and the dimension count above gives \(n\) vectors of each sign. These vectors form a paraunitary \(T\) with some zero energies, although the Cholesky step still fails.

**Antiferromagnetic Goldstone mode.** At \(\Delta=1\), \(b=0\), \(k=0\), we have \(A=B=0.04\) eV. The kernel vector \((1,-1)/\sqrt2\) has \(v^\dagger gv=0\). The block is

\[
A(a^\dagger a+cc^\dagger+ac+a^\dagger c^\dagger)=AX^\dagger X,\quad X=a+c^\dagger,\quad [X,X^\dagger]=1-1=0 .
\]

\(X\) is conserved and proportional to the total \(S^+\). The equation \(i\dot a=AX\) gives \(a(t)=a(0)-iAXt\): the order drifts around like a free rotor. There is no oscillator to diagonalize.

**Spin-flop point.** At \(\Delta=1.25\), \(k=0\), the mode \(\varepsilon-b\) reaches zero at \(b=\varepsilon=0.030\) eV (\(1.10\times10^{-3}\) hartree). The block is then \((0.08,0.04;0.04,0.02)\) eV, with kernel vector \((1,-2)/\sqrt5\) and \(v^\dagger gv=(1-4)/5=-0.6\). Here \(T\) remains finite, since it does not depend on \(b\).

## What a diagonal shift does

Replace \(H\) by \(H+\eta\), so \(A\to A+\eta\). At the Goldstone point,

\[
\varepsilon=\sqrt{(A+\eta)^2-A^2}=\sqrt{2A\eta+\eta^2}.
\]

The square root makes a tiny shift large: \(\eta=10^{-8}\) eV produces a gap of \(2.8\times10^{-5}\) eV. The elements of \(T\) grow as \(\eta^{-1/4}\), and the largest is 26.6 here. To keep the false gap below \(\delta\), choose \(\eta<\delta^2/(2A)\) when \(\eta\ll A\). At the spin-flop point the error is linear, \(A\eta/\varepsilon=(0.05/0.03)\eta\), or \(1.7\times10^{-8}\) eV for the same shift.

The same formula with negative \(\eta\) describes inaccurate couplings. An error that lowers \(A\) by \(\delta A\) relative to \(B\) gives an imaginary frequency of size about \(\sqrt{2A\,\delta A}\). Judge the lowest eigenvalue of \(H\), not this frequency, against the uncertainty it inherits from the couplings. That can be several times the uncertainty of one coupling, because an eigenvalue sums several bonds: at \((\pi/\ell,0)\), where \(B=0\), the eigenvalue \(A=4S(J_1\Delta-2J_2)\) changes by \(8S\) times an error in \(J_2\).

Close to the zero, for \(k\ell\ll1\), the isotropic model has a linear spectrum. For small \(k\), \(A\simeq4S(J_1-J_2k^2\ell^2/2)\) and \(B\simeq4SJ_1(1-k^2\ell^2/4)\). Keeping order \(k^2\) in \(A^2-B^2\),

\[
\varepsilon\simeq4SJ_1\ell\sqrt{\tfrac12-\tfrac{J_2}{J_1}}\;k=0.0876\,k\text{ eV},\quad k\text{ in Å}^{-1}.
\]

**Ordered moment.** The zero-temperature reduction is the zone average of \(\tfrac12(A/\varepsilon-1)\). The integrand diverges as \(1/k\), which is integrable in two dimensions. On an \(L\times L\) grid the spacing is proportional to \(1/L\), so the cell around the zero carries a weight \(\int k\,dk/k\propto1/L\), the order of the leading error.

At the zero, omit \(A/(2\varepsilon)\) but keep the finite \(-1/2\). This gives 0.2475 and 0.2652 for \(L=32\) and 64. Removing the \(1/L\) error gives \(2\times0.2652-0.2475=0.283\). A grid offset by half a step, which avoids the zero, also extrapolates to 0.283.

Keeping the zero with \(\eta=10^{-8}\) eV instead adds a false 1.38 at \(L=32\), more than the spin itself. (The grid covers the zone of the square lattice, where the zero appears twice.)

At temperature \(\Theta\), in energy units, small-\(k\) modes have thermal occupation \(\Theta/\varepsilon\). This adds a term of order \(A\Theta/\varepsilon^2\propto1/k^2\), whose two-dimensional integral diverges logarithmically. No grid treatment repairs that: within this theory the isotropic layer has no order at nonzero temperature.

## Two kinds of instability

**Real frequencies.** Return to \(\Delta=1.25\), \(J_2=0.002\) eV, and set \(b=0.035\) eV. At \(k=0\) the determinant of \(H\) is \(0.085\times0.015-0.04^2<0\), and its lowest eigenvalue is \(-0.0032\) eV. Yet \(gH\) has the real eigenvalues 0.065 and 0.005 eV. The paraunitary \(T\) found above still works, giving energies 0.065 and \(-0.005\) eV. Since the eigenvalues are \(b\pm\varepsilon\), a search for complex frequencies finds nothing at any field while \(\varepsilon\) is real. Cholesky detects the fault.

The eigenvector of this lowest eigenvalue is the same in every magnetic cell and tilts the spins. Let both sublattices have \(z\) component \(q\) and opposite transverse components. The energy per site is

\[
e=2J_1S^2[(1+\Delta)q^2-1]+2J_2S^2-bSq .
\]

Setting the derivative to zero gives \(q=b/[4J_1S(1+\Delta)]=0.035/0.09=0.389\) and \(e=-0.0228\) eV, below the Néel value \(-2J_1\Delta S^2+2J_2S^2=-0.0210\) eV. On a 16-site cluster the Hessian of the canted state has no negative eigenvalue within numerical tolerance and one zero, as expected from rotation about the field.

**Complex frequencies.** Now take \(b=0\) and \(J_2=0.008\) eV. At \((2\pi/3\ell,0)\), \(A=0.002\) and \(B=0.010\) eV, so \(\varepsilon^2<0\) and the frequencies are \(\pm0.0098i\) eV. In each of the two blocks one deformation grows exponentially in the linear equations.

The strongest downward curvature need not lie where growth occurs. At \((\pi/\ell,0)\), \(B=0\) and \(A=4S(J_1\Delta-2J_2)=-0.014\) eV: the frequencies are real, but \(H\) is negative definite. This \(A\) changes sign at \(J_2=J_1\Delta/2=0.00625\) eV. A scan of a \(24\times24\) grid confirms this limit of the Néel state at zero field to within 1%.

Since \(B=0\), \(H\) is a multiple of the unit matrix there and the eigenvector is not unique: each sublattice can tilt independently, in either transverse direction. Following the eigenvector that tilts both sublattices equally along \(x\) rotates the spins by \(\theta\) from the Néel pattern into a stripe pattern with spins along \(\pm x\), alternating from one lattice column to the next (wave vector \((\pi/\ell,0)\)). The two patterns have different wave vectors, so their cross terms vanish and

\[
e(\theta)=e_{\text{Néel}}+\tfrac12S\lambda\sin^2\theta,\qquad \lambda=-0.014\text{ eV}.
\]

At \(\theta=90^\circ\) the energy has fallen from \(-0.009\) to \(-0.016\) eV per site. The cluster Hessian of the stripe state shows no negative eigenvalue within numerical tolerance. The state is not a strict minimum: the \(J_1\) bonds along \(x\) and \(y\) cancel for any orientation of the staggered spins on each sublattice, which gives four zero modes, of which only rotation about \(z\) is required by symmetry.

## Choosing the setting

1. Use Colpa's method with the shift off, and record the lowest eigenvalue \(\lambda_{\min}\) of \(H_k\) over the zone. A grid can miss an instability between its points.
2. If \(\lambda_{\min}\) is negative beyond the uncertainty it inherits from the couplings, change the classical state. Follow the eigenvector at its wave vector, relax the spins, and recompute. Any shift \(\eta>-\lambda_{\min}\) makes Cholesky succeed without making the state right: about 0.0032 eV suffices in the high-field example.
3. If \(\lambda_{\min}\) is zero within that uncertainty, ask whether a symmetry requires it, and evaluate \(g\) on the kernel. For a singular result, assign zero frequency and treat the divergent part of lattice sums separately, or use an offset grid and extrapolate.
4. If a shift cannot be avoided, set it from \(\eta<\delta^2/\lambda_{\max}\), a leading-order bound in which \(\lambda_{\max}\) is the largest eigenvalue of \(H_k\) at the zero mode (\(2A\) in the block above), repeat with a different value, and do not take moments from the shifted zero mode.
5. If all matrices are positive definite, compare the classical energy with that of competing structures. The diagonalization cannot make this comparison.

## Computed results

```
S = 1, spacing = 4.0 angstrom, delta = 1.25
J1 = 0.010 eV, J2 = 0.002 eV, b = 0.010 eV
Block at k=0 (eV): [[0.06, 0.04], [0.04, 0.04]]
Cholesky K (eV^0.5): [[0.244949, 0.163299], [0.0, 0.11547]]
K g K^dagger (eV): [[0.033333, -0.018856], [-0.018856, -0.013333]]
Magnon energies at k=0 (eV): [0.04, 0.02]
Paraunitary T (no unit): [[1.154701, -0.57735], [-0.57735, 1.154701]]
<a^dagger a> at k=0: Colpa 0.333333, Fock 0.333333
Fock ground energy of the block = 0.020000 eV
Fock excitations (eV): [0.02, 0.04, 0.04]
Cluster dynamics minus Colpa, largest = 8.0e-08 eV
Zero-field gap = 0.030000 eV = 1.102480e-03 hartree
Spin-flop Zeeman energy = 0.030000 eV
Largest J2 for the Neel state = 0.006250 eV
Goldstone: g on kernel: [0.0, 0.0]
Goldstone: ranks of gH, (gH)^2: [2, 0]
Spin flop: g on kernel: [-0.6, 0.6]
Spin flop: ranks of gH, (gH)^2: [2, 2]
Shift 1e-08 eV: Goldstone false gap 2.8284e-05 eV, max|T| 26.601
Shift 1e-08 eV: spin-flop soft mode 1.6667e-08 eV, max|T| 1.155
Shift 1e-06 eV: Goldstone false gap 2.8284e-04 eV, max|T| 8.439
Shift 1e-06 eV: spin-flop soft mode 1.6666e-06 eV, max|T| 1.155
Spin-wave velocity, delta=1: 0.08764 eV angstrom
Spin reduction, divergent parts omitted, L=32, 64: 0.24746, 0.26515
Spin reduction, offset grid, L=32, 64: 0.26817, 0.27552
Extrapolated reductions: 0.28285, 0.28288
False part from shift 1e-8 eV at L=32: 1.3801
High field b = 0.035 eV
  eigenvalues of gH at k=0 (eV): [0.005, 0.065]
  diagonal of T^dagger H T (eV): [0.065, -0.005]
  lowest eigenvalue of H = -0.003151 eV
  energy per site: Neel -0.021000 eV, canted -0.022806 eV
  cosine of canting angle to field = 0.38889
  zero modes of canted Hessian = 1
Large J2 = 0.008 eV
  wave vector (2 pi/3a, 0): kx = 0.52360 1/angstrom
  block there (eV): [[0.002, 0.01], [0.01, 0.002]]
  imaginary part of frequency there = 0.009798 eV
  growth on cluster 0.008718 eV, from gH 0.008718 eV
  lowest eigenvalue at (pi/a, 0) = -0.014000 eV
  energy per site: Neel -0.009000 eV, stripe -0.016000 eV
Reversed ferromagnet, J1 = -0.010 eV, J2 = 0, b = 0.005 eV
  lowest Hessian eigenvalue/S = 0.005000 eV
  energy above ground state per site = 0.010000 eV
```
